# Capillary pressures of water and isopropanol in a 20 nm gap: verification in Python

```python
"""Capillary pressure of a liquid in a slot between two parallel walls.

Result under test: p_gas - p_liquid = 2 * gamma * cos(theta) / d
  gamma : liquid-gas surface tension (N/m)
  theta : contact angle measured through the liquid
  d     : gap width (m)
Independent road: minimise the surface free energy of an arbitrary even
meniscus profile at fixed liquid volume, then measure its curvature.
The numerical profile uses half the gap as its unit of length.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants

# Even Legendre polynomials of degree >= 2 have zero mean over the gap,
# so every trial profile encloses the same liquid volume.
N_BASIS = 40
DEGREES = 2 * np.arange(1, N_BASIS + 1)
NODES, WEIGHTS = legendre.leggauss(300)


def basis_slopes(x):
    """Slopes of all basis profiles at the positions x."""
    columns = []
    for degree in DEGREES:
        coefficients = np.zeros(degree + 1)
        coefficients[degree] = 1.0
        columns.append(legendre.legval(x, legendre.legder(coefficients)))
    return np.array(columns).T


SLOPES = basis_slopes(NODES)
PROBES = np.array([0.3, 0.6, 1.0])
PROBE_SLOPES = basis_slopes(PROBES)
CENTRE_VALUES = legendre.legvander(np.array([0.0]), DEGREES[-1])[0, DEGREES]


def minimise_meniscus(theta):
    """Return two curvatures, wall angle and depth of the optimal profile."""
    wall_gain = 2.0 * np.cos(theta)

    def energy(a):
        length = WEIGHTS @ np.sqrt(1.0 + (SLOPES @ a) ** 2)
        return length - wall_gain * np.sum(a)

    def gradient(a):
        slope = SLOPES @ a
        return SLOPES.T @ (WEIGHTS * slope / np.sqrt(1 + slope**2)) - wall_gain

    a = np.zeros(N_BASIS)
    for _ in range(80):
        grad = gradient(a)
        if np.max(np.abs(grad)) < 1e-10:
            break
        slope = SLOPES @ a
        stiffness = WEIGHTS / (1.0 + slope**2) ** 1.5
        hessian = SLOPES.T @ (stiffness[:, None] * SLOPES)
        change = np.linalg.solve(hessian, -grad)
        step = 1.0
        while energy(a + step * change) > energy(a) + 1e-12 and step > 1e-6:
            step *= 0.5
        a = a + step * change
    assert np.max(np.abs(gradient(a))) < 1e-8

    slopes = PROBE_SLOPES @ a
    tangent_sine = slopes / np.sqrt(1.0 + slopes**2)
    # The change of tangent sine per unit width is the mean curvature
    # of the profile over the interval between the two positions.
    inner = tangent_sine[0] / PROBES[0]
    outer = (tangent_sine[1] - tangent_sine[0]) / (PROBES[1] - PROBES[0])
    wall_angle = np.arctan2(1.0, slopes[2])
    depth = np.sum(a) - CENTRE_VALUES @ a
    return inner, outer, wall_angle, depth


def slot_pressure(gamma, theta, gap):
    return 2.0 * gamma * np.cos(theta) / gap


def measured_pressure(gamma, theta, gap):
    curvature = minimise_meniscus(theta)[0] / (gap / 2.0)
    return gamma * curvature


gap = 20e-9
liquids = {
    "water": (0.072, np.radians(40.0)),
    "isopropanol": (0.022, np.radians(10.0)),
}
print(f"gap width: {gap * 1e9:.1f} nm")
pressures = {}
for name, (gamma, theta) in liquids.items():
    pressure = slot_pressure(gamma, theta, gap)
    pressures[name] = pressure
    radius = gap / (2.0 * np.cos(theta))
    depth = gap * (1.0 - np.sin(theta)) / (2.0 * np.cos(theta))
    inner, outer, wall_angle, numeric_depth = minimise_meniscus(theta)
    numeric_pressure = gamma * inner / (gap / 2.0)
    outer_pressure = gamma * outer / (gap / 2.0)
    numeric_depth *= gap / 2.0

    # Tolerances cover truncation of the polynomial profile.
    assert abs(numeric_pressure / pressure - 1.0) < 1e-3
    assert abs(outer_pressure / pressure - 1.0) < 1e-3
    assert abs(np.degrees(wall_angle - theta)) < 0.1
    assert abs(numeric_depth / depth - 1.0) < 1e-3

    print(f"{name}: surface tension: {gamma * 1e3:.1f} mN/m")
    print(f"{name}: contact angle: {np.degrees(theta):.1f} degrees")
    print(f"{name}: cosine of contact angle: {np.cos(theta):.4f} (no unit)")
    print(f"{name}: capillary pressure: {pressure / 1e6:.3f} MPa")
    print(f"{name}: same pressure: {pressure / constants.bar:.2f} bar")
    print(f"{name}: pressure from minimisation: {numeric_pressure / 1e6:.3f} MPa")
    print(f"{name}: meniscus radius: {radius * 1e9:.2f} nm")
    print(f"{name}: meniscus depth: {depth * 1e9:.2f} nm")
    print(f"{name}: depth from minimisation: {numeric_depth * 1e9:.2f} nm")
    print(f"{name}: wall angle from minimisation: {np.degrees(wall_angle):.2f} degrees")
    absolute = constants.atm - pressure
    print(f"{name}: absolute liquid pressure: {absolute / 1e6:.3f} MPa")

gamma_w, theta_w = liquids["water"]
gamma_i, theta_i = liquids["isopropanol"]
ratio = pressures["water"] / pressures["isopropanol"]
tension_factor = gamma_w / gamma_i
angle_factor = np.cos(theta_w) / np.cos(theta_i)
numeric_ratio = (measured_pressure(gamma_w, theta_w, gap)
                 / measured_pressure(gamma_i, theta_i, gap))
assert abs(numeric_ratio / (tension_factor * angle_factor) - 1.0) < 2e-3

# The ranking of the liquids must reverse at the predicted water angle.
crossover = np.arccos(gamma_i * np.cos(theta_i) / gamma_w)
offset = np.radians(2.0)
reference = measured_pressure(gamma_i, theta_i, gap)
below = measured_pressure(gamma_w, crossover - offset, gap)
at_crossover = measured_pressure(gamma_w, crossover, gap)
above = measured_pressure(gamma_w, crossover + offset, gap)
assert below > reference > above
assert abs(at_crossover / reference - 1.0) < 2e-3

# Rough liquid density, used only to bound the effect of gravity.
density = 1000.0
hydrostatic = density * constants.g * gap / 2.0
assert hydrostatic < 1e-9 * min(pressures.values())

print(f"surface-tension factor, water/isopropanol: {tension_factor:.3f} (no unit)")
print(f"contact-angle factor, water/isopropanol: {angle_factor:.3f} (no unit)")
print(f"pressure ratio, water/isopropanol: {ratio:.3f} (no unit)")
print(f"pressure ratio from minimisation: {numeric_ratio:.3f} (no unit)")
difference = pressures["water"] - pressures["isopropanol"]
print(f"pressure difference, water - isopropanol: {difference / 1e6:.3f} MPa")
reduction = 100.0 * (1.0 - 1.0 / ratio)
print(f"pressure reduction on changing to isopropanol: {reduction:.1f} percent")
print(f"water angle for equal pressures: {np.degrees(crossover):.2f} degrees")
print(f"water pressure 2 degrees below that angle: {below / 1e6:.3f} MPa")
print(f"water pressure at that angle: {at_crossover / 1e6:.3f} MPa")
print(f"water pressure 2 degrees above that angle: {above / 1e6:.3f} MPa")
print(f"atmospheric pressure: {constants.atm / 1e6:.3f} MPa")
print(f"rough density for gravity estimate: {density:.0f} kg/m^3")
print(f"hydrostatic bound over half a gap width: {hydrostatic:.2e} Pa")
print("checks complete")
```

Running it gives:

```
gap width: 20.0 nm
water: surface tension: 72.0 mN/m
water: contact angle: 40.0 degrees
water: cosine of contact angle: 0.7660 (no unit)
water: capillary pressure: 5.516 MPa
water: same pressure: 55.16 bar
water: pressure from minimisation: 5.516 MPa
water: meniscus radius: 13.05 nm
water: meniscus depth: 4.66 nm
water: depth from minimisation: 4.66 nm
water: wall angle from minimisation: 40.00 degrees
water: absolute liquid pressure: -5.414 MPa
isopropanol: surface tension: 22.0 mN/m
isopropanol: contact angle: 10.0 degrees
isopropanol: cosine of contact angle: 0.9848 (no unit)
isopropanol: capillary pressure: 2.167 MPa
isopropanol: same pressure: 21.67 bar
isopropanol: pressure from minimisation: 2.167 MPa
isopropanol: meniscus radius: 10.15 nm
isopropanol: meniscus depth: 8.39 nm
isopropanol: depth from minimisation: 8.39 nm
isopropanol: wall angle from minimisation: 10.00 degrees
isopropanol: absolute liquid pressure: -2.065 MPa
surface-tension factor, water/isopropanol: 3.273 (no unit)
contact-angle factor, water/isopropanol: 0.778 (no unit)
pressure ratio, water/isopropanol: 2.546 (no unit)
pressure ratio from minimisation: 2.546 (no unit)
pressure difference, water - isopropanol: 3.349 MPa
pressure reduction on changing to isopropanol: 60.7 percent
water angle for equal pressures: 72.49 degrees
water pressure 2 degrees below that angle: 2.405 MPa
water pressure at that angle: 2.167 MPa
water pressure 2 degrees above that angle: 1.926 MPa
atmospheric pressure: 0.101 MPa
rough density for gravity estimate: 1000 kg/m^3
hydrostatic bound over half a gap width: 9.81e-05 Pa
checks complete
```
